# The Kohn–Sham Orbital Hessian for Global Hybrid Functionals, part 2

We seek the second-order energy change when the \(n\) doubly occupied orbitals of a closed-shell molecule are rotated into the empty ones, equally for both spins. The reference orbitals \(\varphi_p\) are real and orthonormal; \(i,j,k\) are occupied, \(a,b\) virtual, \(p,q\) either. Atomic units are used, and

\[
(pq|rs)=\iint \frac{\varphi_p(\mathbf r)\varphi_q(\mathbf r)\,\varphi_r(\mathbf r')\varphi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

The amplitudes are \(\theta_{ai}=x_{ai}+iy_{ai}\), with real vectors \(x,y\) labelled by the pair \(ai\). The one-spin density matrix \(P\) starts from \(P_0\), the unit matrix in the occupied block and zero elsewhere. Its first-order change is

\[
P_1(\mathbf r,\mathbf r')=\sum_{ai}\left[\theta_{ai}\,\varphi_a(\mathbf r)\varphi_i(\mathbf r')+\theta^*_{ai}\,\varphi_i(\mathbf r)\varphi_a(\mathbf r')\right].
\]

From part (d), the first-order total density is

\[
\rho_1(\mathbf r)=2\sum_{ai}(\theta_{ai}+\theta^*_{ai})\,\varphi_a(\mathbf r)\varphi_i(\mathbf r)=4\sum_{ai}x_{ai}\,\varphi_a(\mathbf r)\varphi_i(\mathbf r).
\]

With exact-exchange fraction \(\alpha\), the Kohn–Sham matrix is

\[
F_{pq}=h_{pq}+2\sum_k(pq|kk)+(v_{xc})_{pq}-\alpha\sum_k(pk|kq).
\]

Here \(h\) holds kinetic energy and nuclear attraction; \(v_{xc}\) and \(f_{xc}\) are the first and second derivatives of the density-dependent \(E_{xc}[\rho]\) with respect to the total density. \((ai|f_{xc}|bj)\) is the matrix element of \(f_{xc}\) between \(\varphi_a\varphi_i\) and \(\varphi_b\varphi_j\). Canonical orbitals make \(F\) diagonal, with energies \(\varepsilon_p\).

The gradient is \(4F_{ai}\) for \(x_{ai}\) and zero for \(y_{ai}\), so \(F_{ai}=0\) at a stationary point. With \(D_{ai,bj}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}\), the second-order part of the energy, beyond the reference value \(E_0\), is

\[
E_2=2x^TDx+2y^TDy+8\sum x_{ai}\left[(ai|bj)+(ai|f_{xc}|bj)\right]x_{bj}-\alpha\iint\frac{|P_1|^2}{|\mathbf r-\mathbf r'|} .
\]

Part (f) asks what exact exchange adds: evaluate the last term, keeping \(x\) and \(y\) apart.

**Solution.** Exact exchange depends on \(P_1(\mathbf r,\mathbf r')\) at two different points, where the imaginary part survives. Sorting \(P_1\) by \(x\) and \(y\) gives

\[
P_1=\sum_{ai}x_{ai}S_{ai}+i\sum_{ai}y_{ai}T_{ai},
\]

\[
S_{ai}=\varphi_a(\mathbf r)\varphi_i(\mathbf r')+\varphi_i(\mathbf r)\varphi_a(\mathbf r'),\qquad
T_{ai}=\varphi_a(\mathbf r)\varphi_i(\mathbf r')-\varphi_i(\mathbf r)\varphi_a(\mathbf r').
\]

Both functions are real, so \(|P_1|^2=(\sum xS)^2+(\sum yT)^2\) without a mixed term. The product \(S_{ai}S_{bj}\) has four parts. Divided by the distance and integrated, they are

- \(\varphi_a\varphi_b(\mathbf r)\,\varphi_i\varphi_j(\mathbf r')\), giving \((ab|ij)\);
- \(\varphi_a\varphi_j(\mathbf r)\,\varphi_i\varphi_b(\mathbf r')\), giving \((aj|bi)\);
- \(\varphi_i\varphi_b(\mathbf r)\,\varphi_a\varphi_j(\mathbf r')\), giving \((aj|bi)\) again;
- \(\varphi_i\varphi_j(\mathbf r)\,\varphi_a\varphi_b(\mathbf r')\), giving \((ab|ij)\) again.

In \(T_{ai}T_{bj}\) the second and third parts carry a minus sign. Therefore

\[
-\alpha\iint\frac{|P_1|^2}{|\mathbf r-\mathbf r'|}=-2\alpha\sum x_{ai}\left[(ab|ij)+(aj|bi)\right]x_{bj}-2\alpha\sum y_{ai}\left[(ab|ij)-(aj|bi)\right]y_{bj}.
\]

### (g) What is the Hessian, and what remains without exact exchange?

*Collect the terms, define \(A\) and \(B\) by \(E_2=2\,\theta^\dagger A\theta+2\,\mathrm{Re}(\theta^TB\theta)\) with real symmetric matrices, and examine \(A-B\).*

**Solution.** For real symmetric \(A\) and \(B\), \(\theta^\dagger A\theta=x^TAx+y^TAy\) and \(\mathrm{Re}(\theta^TB\theta)=x^TBx-y^TBy\). Hence

\[
E_2=2\,x^T(A+B)\,x+2\,y^T(A-B)\,y .
\]

Comparing with the collected terms gives

\[
(A+B)_{ai,bj}=D_{ai,bj}+4(ai|bj)+4(ai|f_{xc}|bj)-\alpha\left[(ab|ij)+(aj|bi)\right],
\]

\[
(A-B)_{ai,bj}=D_{ai,bj}-\alpha\left[(ab|ij)-(aj|bi)\right].
\]

Half the sum and half the difference of these two lines are

\[
A_{ai,bj}=D_{ai,bj}+2(ai|bj)+2(ai|f_{xc}|bj)-\alpha(ab|ij),
\]

\[
B_{ai,bj}=2(ai|bj)+2(ai|f_{xc}|bj)-\alpha(aj|bi).
\]

The matrix of second derivatives is \(4(A+B)\) for real rotations and \(4(A-B)\) for imaginary ones. No block connects the two kinds.

The Hartree and \(f_{xc}\) terms enter \(A\) and \(B\) equally and cancel in the difference. This is the density response of part (d) seen again: imaginary rotations leave the density unchanged at first order. If \(\alpha=0\) and the orbitals are canonical, what remains is

\[
(A-B)_{ai,bj}=(\varepsilon_a-\varepsilon_i)\,\delta_{ab}\delta_{ij}.
\]

So \(A-B\) is the diagonal matrix of orbital-energy differences. The conditions behind this statement are the following.

- The orbitals must diagonalize the occupied and the virtual block of \(F\). Otherwise \(A-B=D\) still holds for \(\alpha=0\), but \(D\) is not diagonal.
- The reference orbitals must be real. The step from \(\theta+\theta^*\) to \(2x\) in the density response relied on this.
- The functional must not depend on the current, because imaginary rotations can change the current at first order.

The simplification concerns \(A-B\) alone. The matrix \(A+B\) keeps the Hartree and \(f_{xc}\) couplings between different pairs even when \(\alpha=0\).

With \(\alpha>0\), \(A-B\) no longer equals the matrix of orbital-energy differences, and the exchange integrals can also couple different pairs. From part (f),

\[
y^T\left[(A-B)-D\right]y=-\frac{\alpha}{2}\iint\frac{\left(\sum y_{ai}T_{ai}\right)^2}{|\mathbf r-\mathbf r'|}\le0 .
\]

For a single pair the integrand is a nonzero square, so each diagonal element of \(A-B\) lies strictly below its orbital-energy difference, by \(\alpha[(aa|ii)-(ai|ai)]\).

### (h) What follows for stability and for the SCF iteration?

*At a stationary point with canonical orbitals, find the condition for stability against imaginary rotations. Then find how the error evolves when the Kohn–Sham matrix is diagonalized repeatedly without mixing.*

**Solution.** A minimum requires that neither \(A+B\) nor \(A-B\) has a negative eigenvalue. For \(\alpha=0\) the eigenvalues of \(A-B\) are the differences \(\varepsilon_a-\varepsilon_i\). The solution is then stable against imaginary rotations, to second order, if every virtual level lies above every occupied one. For \(\alpha>0\) the inequality of part (g) puts the lowest eigenvalue of \(A-B\) at or below the smallest orbital-energy difference. A positive gap is then no longer sufficient. These statements concern equal rotations of both spins; rotations that break the spin symmetry need a separate Hessian.

For the iteration, let the current orbitals differ from the solution by a small real rotation \(x\). The energy near the solution is \(E_0+2x^T(A+B)x\), with derivative \(4(A+B)x\). The gradient is also \(4F_{ai}\), taken with the current orbitals, so to first order

\[
F_{ai}=\left[(A+B)x\right]_{ai}.
\]

Diagonalizing this \(F\) mixes virtual orbital \(a\) into occupied orbital \(i\) with the first-order coefficient \(F_{ai}/(\varepsilon_i-\varepsilon_a)\). This is the step \(-D^{-1}(A+B)x\). Small rotations add at first order, and the new error is

\[
x'=\left[1-D^{-1}(A+B)\right]x .
\]

A Newton step would use \((A+B)^{-1}\) where plain diagonalization uses \(D^{-1}\). For positive gaps, \(D^{-1}(A+B)\) has the same eigenvalues as the symmetric matrix \(D^{-1/2}(A+B)D^{-1/2}\), so they are real. The error dies out close to the solution if all of them lie between 0 and 2. Without exact exchange \(D=A-B\), and plain diagonalization then amounts to using the Hessian of the imaginary rotations for the real ones.

### (i) How do \(A+B\) and \(A-B\) determine the oscillation frequencies?

*Linearize \(i\,\partial P/\partial t=[F,P]\) about a stationary point, with \(F\) following the instantaneous density matrix.*

**Solution.** This is the adiabatic approximation: \(F\) has no memory of earlier times. At first order

\[
i\dot P_1=[F_0,P_1]+[F_1,P_0].
\]

In the virtual–occupied block \(P_1\) is \(\theta\). The first commutator gives \(\sum_bF_{ab}\theta_{bi}-\sum_j\theta_{aj}F_{ji}=(D\theta)_{ai}\), and the second gives \((F_1)_{ai}\). The change of \(F\) follows from \(\rho_1\) and \(P_1\):

\[
(F_1)_{ai}=\sum_{bj}\left\{4\left[(ai|bj)+(ai|f_{xc}|bj)\right]x_{bj}-\alpha(ab|ij)\,\theta_{bj}-\alpha(aj|bi)\,\theta^*_{bj}\right\}.
\]

With \(4x=2\theta+2\theta^*\) the coefficients are those of \(A\) and \(B\), so \(i\dot\theta=A\theta+B\theta^*\). Separating real and imaginary parts gives

\[
\dot x=(A-B)\,y,\qquad \dot y=-(A+B)\,x,\qquad \ddot x=-(A-B)(A+B)\,x .
\]

Here \(x\) acts as a displacement and \(y\) as a momentum. \(A+B\) is the stiffness and \(A-B\) the inverse mass. The squared frequencies \(\omega^2\) are the eigenvalues of \((A-B)(A+B)\). If \(\alpha=0\) and all gaps are positive, \(A-B=D\) has an immediate square root. Setting \(x=D^{1/2}Z\) yields the symmetric problem

\[
D^{1/2}(A+B)D^{1/2}Z=\omega^2Z .
\]

For a hybrid, \(D\) may not stand in for \(A-B\) here.

### (j) How large are these effects in water?

*Compare PBE (\(\alpha=0\)) with PBE0 (\(\alpha=1/4\)) for O–H distances of 0.96 Å, an angle of 104.5° and the 6-31G basis.*

**Solution.** There are 5 occupied and 8 virtual orbitals, hence 40 pairs. The basis is small, so the numbers illustrate the formulas and are not predictions for experiment. For the HOMO–LUMO pair, in hartree:

| Quantity | PBE | PBE0 |
|---|---|---|
| \(\varepsilon_a-\varepsilon_i\) | 0.26300 | 0.37997 |
| \((ai\vert ai)\) | 0.01517 | 0.01455 |
| \((ai\vert f_{xc}\vert ai)\) | −0.00784 | −0.00574 |
| \((aa\vert ii)\) | 0.39907 | 0.39091 |

For PBE,

\[
B=2(0.01517)-2(0.00784)=0.01466,\qquad A=0.26300+0.01466=0.27766 .
\]

Thus \(A+B=0.29232\), while \(A-B=0.26300\) is the orbital-energy difference. For PBE0,

\[
A-B=0.37997-0.25\,(0.39091-0.01455)=0.28588,
\]

\[
A+B=0.37997+4(0.01455-0.00574)-0.25\,(0.39091+0.01455)=0.3138 .
\]

The PBE0 gap is larger by 0.117 hartree, but the exchange integral \((aa|ii)\) takes most of this back.

Couplings appear when two further pairs are added, from the HOMO (orbital 5) to orbitals 9 and 13. Second differences of the energy of explicitly rotated orbitals give, in hartree,

\[
(A-B)_{\rm PBE}=\begin{pmatrix}0.2630&0&0\\0&1.0472&0\\0&0&1.5962\end{pmatrix},
\]

\[
(A-B)_{\rm PBE0}=\begin{pmatrix}0.2859&-0.0289&0.0209\\-0.0289&1.0757&0.0051\\0.0209&0.0051&1.6141\end{pmatrix}.
\]

The signs of off-diagonal elements depend on the arbitrary signs of the orbitals. The PBE zeros are not due to symmetry, since \(A+B\) couples the same PBE pairs by up to 0.023 hartree. Over all 40 pairs, the analytic \(A-B\) differs from the diagonal matrix of gaps by less than \(10^{-7}\) hartree in PBE, and by up to 0.23 hartree in PBE0.

The iteration formula of part (h) can be illustrated with one diagonal element: for an error confined to the HOMO–LUMO pair, it gives the fraction left in that pair after one step. The error factor \(1-(A+B)/D\) is \(1-0.2923/0.2630=-0.11\) for PBE and \(1-0.3138/0.3800=0.17\) for PBE0. For this component PBE overshoots and PBE0 falls short. These numbers do not tell whether the iteration converges. That is decided by the eigenvalue of \(D^{-1}(A+B)\) farthest from 1 over all pairs. Here the largest eigenvalue is 2.75 for PBE and 2.31 for PBE0. Both exceed 2, so plain diagonalization without mixing moves away from the solution for both functionals. As long as the error is small, its component along the worst direction changes sign and grows by a factor of about 1.75 (PBE) or 1.31 (PBE0) per step.

The lowest frequency of part (i), a singlet excitation energy in this model, is 0.2761 hartree (7.51 eV) for PBE. The full equations and the reduced symmetric problem agree. For PBE0 the full equations give 0.2983 hartree (8.12 eV). Putting \(D\) in place of \(A-B\) gives 0.3447 hartree (9.38 eV), which is too high by 16% of the full result. The single pair accounts for most of this: \(\sqrt{0.3138\times0.2859}=0.2995\) becomes \(\sqrt{0.3138\times0.3800}=0.3453\) hartree.

The numerical check also confirms the gradient and the quadratic form along random complex directions at orbitals that are not self-consistent, where \(F_{ai}\ne0\).

## Calculated quantities

```
Water: O-H 0.96 Angstrom, H-O-H 104.5 degrees, basis 6-31G
Orbitals: 5 occupied, 8 virtual, 40 pairs
PBE: alpha = 0.00, E = -76.29834 hartree
  eps HOMO, LUMO = -0.22759, 0.03541 hartree
  off-solution errors, slope and curvature: 5.2e-10, 5.0e-09 hartree
PBE0: alpha = 0.25, E = -76.30117 hartree
  eps HOMO, LUMO = -0.30552, 0.07444 hartree
  off-solution errors, slope and curvature: 2.5e-10, 3.9e-09 hartree
Chosen pairs (occupied -> virtual, numbered from 1): 5->6, 5->9, 5->13
PBE HOMO-LUMO element, hartree:
  gap 0.26300, (ai|ai) 0.01517, (ai|fxc|ai) -0.00784, (aa|ii) 0.39907
  A 0.27766, B 0.01466, A+B 0.29232, A-B 0.26300
PBE A+B from energy differences, hartree:
      0.29232    0.02345   -0.01479
      0.02345    1.07499    0.01771
     -0.01479    0.01771    1.65614
PBE A-B from energy differences, hartree:
      0.26300   -0.00000    0.00000
     -0.00000    1.04723   -0.00000
      0.00000   -0.00000    1.59623
  largest deviation from the formulas: 2.1e-09 hartree
  orbital-energy differences of these pairs: 0.26300, 1.04723, 1.59623 hartree
  max |A-B - diag(gaps)|, all pairs: 8.1e-08 hartree
  lowest eigenvalue of A+B, A-B: 0.28945, 0.26300 hartree
  lowest singlet response energy, full equations: 0.27614 hartree = 7.514 eV
  same with diag(gaps) in place of A-B: 0.27614 hartree = 7.514 eV
PBE0 HOMO-LUMO element, hartree:
  gap 0.37997, (ai|ai) 0.01455, (ai|fxc|ai) -0.00574, (aa|ii) 0.39091
  A 0.29985, B 0.01397, A+B 0.31382, A-B 0.28588
PBE0 A+B from energy differences, hartree:
      0.31382   -0.00419    0.00498
     -0.00419    1.10861    0.01978
      0.00498    0.01978    1.67888
PBE0 A-B from energy differences, hartree:
      0.28588   -0.02885    0.02087
     -0.02885    1.07569    0.00507
      0.02087    0.00507    1.61410
  largest deviation from the formulas: 2.5e-09 hartree
  orbital-energy differences of these pairs: 0.37997, 1.20928, 1.74690 hartree
  max |A-B - diag(gaps)|, all pairs: 2.3e-01 hartree
  lowest eigenvalue of A+B, A-B: 0.31245, 0.28432 hartree
  lowest singlet response energy, full equations: 0.29832 hartree = 8.118 eV
  same with diag(gaps) in place of A-B: 0.34469 hartree = 9.380 eV
```
